Coercive field versus frequency for pre-existing nuclei and power-law wall motion, part 1

(Sections cited here and not found follow in the second part.)

## First half: from wall motion to the coercive field

A ferroelectric has two polarization states, +Ps and −Ps, along one axis. At the start of each positive half-cycle of the field it is in the state −Ps, apart from small seeds of the state +Ps. The field then rises and the walls around the seeds move outward until the new domains fill the sample. The problem is to find how the coercive field depends on the frequency of the drive, and which assumptions that dependence needs.

The model is the Kolmogorov–Avrami–Ishibashi (KAI) picture with all nuclei present at the outset:

1. The seeds sit at independent, uniformly random positions, with mean number n per unit volume of the d-dimensional space in which the domains grow. Neither n nor the positions depend on field or frequency. Their initial size is neglected until part (e).

2. At field E > 0 every wall advances along its outward normal at the speed

v(E) = v0 (E/E0)^k, k > 0.

Here E0 is a reference field and v0 the speed at that field. The speed follows the instantaneous field, without inertia or memory, and does not depend on wall curvature or on neighbouring domains.

3. The field is a symmetric triangular wave of frequency f and amplitude Em. While E is negative the new domains do not grow.

4. The sample is large compared with the distance between seeds, and its boundaries play no part.

The case d = 2 describes domains that pass through the whole thickness of a film and spread sideways as discs. In d = 1, flat domains widen in both directions. In d = 3, the domains are treated as spheres, a geometric idealization that ignores the charge on walls crossing the polar axis.

The worked example uses round model parameters that belong to no particular material: d = 2, n = 1 per µm², k = 3, v0 = 1 m/s at E0 = 100 kV/cm, and Em = 300 kV/cm. The frequency runs from 1 kHz to 1 MHz.

### (a) How far does a wall move?

Find the ramp rate R = dE/dt on the rising part of the wave, and the distance L(E) that a wall has travelled when the field has risen from zero to E.

**Solution.** In one period 1/f the triangular wave goes from −Em to +Em and back. The rise covers a field interval 2Em in half a period, 1/(2f). Therefore

R = 2Em / [1/(2f)] = 4 f Em.

Put t = 0 at the moment when the field passes through zero, so that E = Rt. The distance travelled is the time integral of the speed,

L = ∫₀ᵗ v(E(t′)) dt′.

Since R is constant, dt′ = dE′/R, and the integral over time becomes one over field:

L(E) = (1/R) ∫₀ᴱ v0 (E′/E0)^k dE′.

The antiderivative of E′^k is E′^(k+1)/(k+1), which vanishes at the lower limit because k > 0. Hence

L(E) = v0 E^(k+1) / [(k+1) R E0^k].     (1)

The power of E has risen from k to k+1. One way to see this is to write (1) as a product of two factors,

L(E) = [v(E)/(k+1)] · (E/R).

The second factor is the time taken to reach E. The first is the mean speed during that time, which is smaller than the final speed by the factor k+1. The mean speed contributes the power k, and the elapsed time contributes one further power.

### (b) What fraction of the sample has switched?

Find the switched fraction q when every wall has travelled the distance L. Domains that meet merge, and no region may be counted twice.

**Solution.** Consider a fixed point of the sample. A front that starts from a seed and moves along its normal at the common speed v reaches the point when L equals the distance from the seed to the point. When two domains merge, the wall between them disappears, but the remaining fronts continue as before. The switched region is therefore the set of all points that lie within the distance L of at least one seed.

The point is still unswitched if there is no seed inside the ball of radius L centred on it. The volume of this ball is

B = C_d L^d, with C_1 = 2, C_2 = π, C_3 = 4π/3.

Here "volume" means length for d = 1 and area for d = 2. Let the sample have volume V and contain M = nV seeds. A given seed misses the ball with probability 1 − B/V, and since the seeds are placed independently, all M miss it with probability

(1 − B/V)^M.

The logarithm of this probability, expanded for B ≪ V, is

M ln(1 − B/V) = −M B/V − M B²/(2V²) − … = −nB − nB²/(2V) − …

As V grows at fixed n, every term after the first vanishes, and the probability tends to exp(−nB). In a large sample the unswitched fraction equals this probability, so

q = 1 − exp(−C_d n L^d).     (2)

The exponent C_d n L^d is the volume fraction that the domains would fill if overlaps were counted repeatedly. For small L it agrees with q, because overlaps are then rare. For large L it grows without limit while q approaches 1.

### (c) What is the coercive field?

Define the coercive field Ec as the field on the rising ramp at which the switching polarization is zero. Find Ec and its dependence on f at fixed amplitude.

**Solution.** A fraction q of the sample carries +Ps and the fraction 1 − q carries −Ps, so

P = q Ps − (1 − q) Ps = Ps (2q − 1).

This vanishes at q = 1/2. By (2), the walls must then have travelled a distance L* for which

exp(−C_d n L*^d) = 1/2.

Taking the logarithm gives C_d n L*^d = ln 2, and therefore

L* = [ln 2/(C_d n)]^(1/d).     (3)

This length is fixed by the arrangement of the seeds. It contains neither the frequency nor the law of wall motion.

The distance L(E) in (1) increases steadily with E, so there is one field at which it equals L*:

v0 Ec^(k+1) / [(k+1) R E0^k] = L*.

Multiplying by (k+1) R E0^k/v0 isolates the power of Ec:

Ec^(k+1) = (k+1) E0^k R L*/v0.

Taking the root of order k+1 and inserting R = 4fEm gives

Ec = [4 (k+1) E0^k L* f Em / v0]^(1/(k+1)).     (4)

At fixed Em everything in the bracket except f is constant. Therefore

Ec ∝ f^(1/(k+1)),     (5)

which is the required scaling law. For the assumed starting state it holds as long as Ec does not exceed Em, since otherwise the ramp ends before half of the sample has switched. As Ec approaches Em, a periodic drive no longer fully prepares that state, as part (i) shows.

The restriction to fixed amplitude matters. What the walls experience is the ramp rate, so the more general statement is Ec ∝ (f Em)^(1/(k+1)). If the amplitude is changed together with the frequency, a plot of Ec against f alone does not show the exponent in (5).

The exponent is 1/(k+1) and not 1/k because the time available is itself set by the coercive field. Half switching occurs at the time tc = Ec/R. The mean speed needed is L*/tc = R L*/Ec, while the mean speed supplied is proportional to Ec^k. Equating the two gives Ec^(k+1) ∝ R. A faster ramp raises Ec, and the higher Ec gives back part of the lost time.

Two limits support this reading. For k → 0 the walls move at a constant speed, switching takes the fixed time L*/v0, and the field rises by R L*/v0 in that time, so Ec is proportional to f. For large k the speed rises so steeply with field that a small increase in Ec compensates a large increase in frequency, and the exponent tends to zero.

The definition of Ec also matters. A measured hysteresis loop shows the total displacement, which contains a linear dielectric part. With the permittivity ε of that part,

D = εE + Ps(2q − 1).

The condition D = 0 gives q = 1/2 − εE/(2Ps). The required fraction then depends on the field at which it is reached, and the power law is no longer strict. The linear part has to be subtracted first, or be small compared with Ps.

### (d) What are the numbers?

Evaluate Ec for the worked example between 1 kHz and 1 MHz, and compare it with a calculation that does not use (2).

**Solution.** For d = 2 and n = 1 per µm², equation (3) gives

L* = √(0.6931/3.1416) µm = 0.4697 µm.

At 1 kHz the ramp rate is

R = 4 × 1000 s⁻¹ × 300 kV/cm = 1.2 × 10⁶ kV/cm per second.

With v0 = 1 m/s = 10⁶ µm/s and E0³ = 10⁶ (kV/cm)³, the fourth power of the coercive field is

Ec⁴ = 4 × 10⁶ × (1.2 × 10⁶) × 0.4697/10⁶ = 2.255 × 10⁶ (kV/cm)⁴,

so that

Ec = 38.75 kV/cm = 3.875 MV/m.

Equation (1) offers a check. The field reaches 38.75 kV/cm after 38.75/(1.2 × 10⁶) s = 32.3 µs. The wall speed is then 0.3875³ m/s = 0.0582 m/s, and the mean speed up to that moment is a quarter of this, 0.01455 m/s. The product of mean speed and time is 0.470 µm, as required.

With k = 3 the exponent is 1/4, and each decade of frequency multiplies Ec by 10^(1/4) = 1.778. The formula gives 38.75, 68.91, 122.54 and 217.91 kV/cm at 1 kHz, 10 kHz, 100 kHz and 1 MHz.

For the comparison, about 10⁵ seeds were placed at random in a periodic square, and the distance to the nearest seed was found for 10⁵ random points. The wall travel was obtained by numerical integration over time. The coercive field was taken as the field at which half of the points had been reached, and fresh seeds were drawn at each frequency. The results are 38.77, 68.88, 122.49 and 217.89 kV/cm. They differ from the formula by less than 0.1 % of its value, and a straight-line fit of ln Ec against ln f gives the exponent 0.2499.

Differences of this size are expected from sampling. With 10⁵ points, a fraction near 1/2 has a standard deviation of 0.5/√(10⁵) = 0.0016. From (1) and (2), the exponent in q grows as E^(d(k+1)) = E⁸ and equals ln 2 at Ec, so

dq/d ln E = 8 × ln 2 × (1/2) = 2.77 at E = Ec.

The uncertainty of the fraction thus becomes a relative uncertainty of 0.0016/2.77, or about 0.06 %, in Ec. The randomness of the seeds adds to this.

### (e) Which details leave the exponent unchanged?

Decide whether the exponent depends on the dimension d, on the seed density, on the random arrangement of the seeds, or on a finite initial seed radius r0.

**Solution.** The derivation in (c) used equation (2) for one purpose, to find the distance L*. Suppose instead that the switched fraction is any continuous, increasing function q = F(L) that starts below 1/2, later exceeds it, and does not depend on frequency or on the field history except through L. Then q = 1/2 is reached at a fixed distance, whatever F may be. Equation (1) converts this distance into a field proportional to R^(1/(k+1)). The geometry enters the prefactor and not the exponent.

Dimension and density belong to F. For seeds of negligible initial size, (3) and (4) give

Ec ∝ n^(−1/[d(k+1)]),

so a higher seed density lowers Ec at every frequency by the same factor. Regularly placed or clustered seeds would give another F and another L*, with the same exponent, provided that the arrangement is the same at all frequencies.

Simulations in one and three dimensions, with n = 1 per µm and 1 per µm³, gave coercive fields of 35.91 and 40.29 kV/cm at 1 kHz, against 35.91 and 40.29 kV/cm from (4). A match to the last digit is partly chance: the estimate of part (d), with E⁴ and E¹² in place of E⁸, gives a sampling scatter of about 0.1 % (0.04 kV/cm) for d = 1 and 0.04 % (0.015 kV/cm) for d = 3. The exponent between 1 kHz and 1 MHz was 0.2499 in both cases. The dependence on k was tested for d = 2 by a numerical search for q = 1/2: the exponents for k = 1, 2.5 and 5 were 0.50000, 0.28571 and 0.16667, which are the values of 1/(k+1).

If each seed has the initial radius r0, a point has switched when a seed centre lies within r0 + L. Half switching then requires r0 + L = L*, so the walls have to travel only the distance L* − r0. Replacing L* by L* − r0 in (4) gives

Ec(r0) = Ec(0) (1 − r0/L*)^(1/(k+1)).

The factor does not depend on frequency. For r0 = 0.2 µm it equals (1 − 0.2/0.4697)^(1/4) = 0.8705, and the coercive field at 1 kHz falls from 38.75 to 33.73 kV/cm. The numerical exponent remains 0.25000. The result requires r0 < L*. For larger seeds more than half of the sample is already in the new state at zero field, and there is no positive coercive field.

## Second half: other measures of switching, and where the law fails

The symbols are those of the first half. The field rises from zero as E = Rt with R = 4fEm, where f is the frequency and Em the amplitude of a triangular wave. The walls move at v = v0(E/E0)^k, and L is the distance they have travelled. Seeds of density n exist from the start, domains grow in d dimensions, and C_d is the volume of the unit ball. The results needed below are

L(E) = v0 E^(k+1) / [(k+1) R E0^k],

q = 1 − exp(−C_d n L^d),

C_d n L*^d = ln 2,

where q is the switched fraction and L* the wall travel at half switching. The coercive field follows from L(Ec) = L* and scales as f^(1/(k+1)) at fixed Em. In the worked example d = 2, k = 3, L* = 0.4697 µm, and Ec = 38.75 kV/cm at 1 kHz.

### (f) Does the current peak follow the same law?

The switching field is often read from the maximum of the switching current. Find this field E_peak and compare it with Ec.

**Solution.** Since L is proportional to E^(k+1), and L = L* at E = Ec,

L/L* = (E/Ec)^(k+1).

Inserting this in q, and using C_d n L*^d = ln 2, gives

q = 1 − exp(−x^m ln 2), with x = E/Ec and m = d(k+1).     (6)

The polarization is Ps(2q − 1), so the switching current per unit area is

j = 2Ps dq/dt = 2Ps R dq/dE = (2Ps R/Ec) dq/dx.

On the ramp R is constant, and the maximum of j is the maximum of

dq/dx = m ln 2 · x^(m−1) exp(−x^m ln 2).

The derivative of the logarithm of this expression must vanish:

(m − 1)/x − m ln 2 · x^(m−1) = 0.

Multiplying by x and solving for x^m gives

E_peak/Ec = [(m − 1)/(m ln 2)]^(1/m).     (7)

Because d ≥ 1 and k > 0, m is greater than 1 and the peak lies at a positive field. The ratio contains no frequency, so E_peak has the same exponent 1/(k+1) as Ec, provided that E_peak does not exceed Em. Otherwise the ramp ends before this maximum is reached.

In the example m = 8, and (7) gives (0.875/0.6931)^(1/8) = 1.030. The maximum found numerically at 1 kHz lies at 39.89 kV/cm, 3 % above Ec. At the peak the exponent in q is (m − 1)/m = 7/8, so 1 − exp(−7/8) = 58 % of the sample has switched. The peak lies above Ec when (m − 1)/m > ln 2, that is, for m > 1/(1 − ln 2) = 3.26, and below Ec for smaller m.

The height of the peak is proportional to R/Ec and therefore to f^(k/(k+1)) at fixed amplitude. A field-independent linear permittivity ε adds the constant current εR on the ramp, which does not move the maximum. In this respect the current peak is a safer measure than the zero of the total displacement.

With seeds present from the start and a wall speed that follows a power law, the coercive field and the field of the current peak both scale as f^(1/(k+1)) at fixed amplitude, as long as they do not exceed that amplitude. It remains to examine other wall-speed laws, nuclei that appear during the ramp, the upper frequency limit, and a sinusoidal drive.
